# G0W0 and GW0 against exact diagonalization for the six-site Hubbard ring: a numerical check

```python
"""Half-filled six-site Hubbard ring: G0W0 and GW0 against exact diagonalization.

Result under test: with the spin-independent interaction U*delta_ij,
  Sigma_c(k,w) = (U^2/L) sum a_s R_j / (w - E_j - sgn(E_j) Omega_s),
where E_j, R_j are poles and residues of G at k-q, and Omega_s, a_s are
poles and strengths of the RPA density response at q. The poles of G follow
from an arrowhead matrix. To order U^2 the GW gap shift and 1-Z are twice
the exact ones.
Units: hopping t = 1; energies are measured from mu = U/2.
L: sites; k = 2 pi n/L with n = 0..L-1; Z: quasiparticle weight.
A spectrum is a list over n of (pole energies, residues), for one spin.
"""
import numpy as np

L = 6
MOMENTA = 2 * np.pi * np.arange(L) / L
EPS = -2 * np.cos(MOMENTA)
OCC = EPS < 0
LUMO = 2                     # index of k = 2 pi/3
ETA = 0.5                    # Lorentzian half width for printed spectra
FREQS = np.arange(0.0, 7.0)


# ---------- GW in pole form ----------
def response_modes(U, screened=True):
    """Poles and strengths of the density response for each q."""
    modes = []
    for q in range(L):
        gaps = np.array([EPS[(k + q) % L] - EPS[k] for k in range(L)
                         if OCC[k] and not OCC[(k + q) % L]])
        if len(gaps) == 0:
            modes.append((np.array([]), np.array([])))
        elif not screened:
            modes.append((gaps, np.full(len(gaps), 2 / L)))
        else:
            root = np.sqrt(gaps)
            squares, vecs = np.linalg.eigh(
                np.diag(gaps**2) + 4 * U / L * np.outer(root, root))
            omega = np.sqrt(squares)
            modes.append((omega, 2 / L * (root @ vecs)**2 / omega))
    return modes


def self_energy(G, modes, U, k, scale=1.0):
    """Poles and weights of the correlation self-energy at momentum k."""
    x, w = [], []
    for q in range(L):
        energies, residues = G[(k - q) % L]
        for omega, strength in zip(*modes[q]):
            x.append(energies + np.sign(energies) * omega)
            w.append(scale * U**2 * strength * residues / L)
    x, w = np.concatenate(x), np.concatenate(w)
    keep = w > 1e-15
    return x[keep], w[keep]


def gauss_compress(x, w, order):
    """Replace many poles by at most 'order' Gauss nodes (Lanczos)."""
    if len(x) <= order:
        return x, w
    total = w.sum()
    basis = np.zeros((order, len(x)))
    basis[0] = np.sqrt(w / total)
    alpha, beta = [], []
    for j in range(order):
        r = x * basis[j]
        alpha.append(basis[j] @ r)
        for _ in range(2):
            r = r - basis[:j + 1].T @ (basis[:j + 1] @ r)
        norm = np.linalg.norm(r)
        if j == order - 1 or norm < 1e-9:
            break
        beta.append(norm)
        basis[j + 1] = r / norm
    T = np.diag(alpha)
    for j, b in enumerate(beta):
        T[j, j + 1] = T[j + 1, j] = b
    nodes, vecs = np.linalg.eigh(T)
    return nodes, total * vecs[0]**2


def dyson(level, x, w):
    """Poles and residues of 1/(omega - level - sum w/(omega - x))."""
    H = np.diag(np.concatenate([[level], x]))
    H[0, 1:] = H[1:, 0] = np.sqrt(w)
    energies, vecs = np.linalg.eigh(H)
    residues = vecs[0]**2
    keep = residues > 1e-14
    return energies[keep], residues[keep]


def gap_and_weight(G):
    """Gap between visible poles and weight of the lowest addition pole."""
    visible = np.concatenate([E[R > 1e-3] for E, R in G])
    lumo = visible[visible > 0].min()
    homo = visible[visible < 0].max()
    E, R = G[LUMO]
    Z = R[abs(E - lumo) < 1e-6].sum()
    assert Z > 0.3, "lowest addition pole is not at k = 2 pi/3"
    return lumo - homo, Z


G0 = [(np.array([e]), np.array([1.0])) for e in EPS]


def one_shot(U, modes, scale=1.0):
    return [dyson(EPS[k], *self_energy(G0, modes, U, k, scale))
            for k in range(L)]


def full_gw0(U, modes, order):
    """Iterate the whole G at fixed W."""
    G, old = G0, np.array([0.0, 0.0])
    for _ in range(80):
        updated = []
        for k in range(L):
            x, w = self_energy(G, modes, U, k)
            plus = gauss_compress(x[x > 0], w[x > 0], order)
            minus = gauss_compress(x[x < 0], w[x < 0], order)
            updated.append(dyson(EPS[k], np.concatenate([plus[0], minus[0]]),
                                 np.concatenate([plus[1], minus[1]])))
        G = updated
        new = np.array(gap_and_weight(G))
        if np.max(abs(new - old)) < 1e-10:
            return G
        old = new
    raise AssertionError("GW0 iteration did not converge")


def eigenvalue_gw0(U, modes):
    """Update only the quasiparticle energies, each with unit weight."""
    levels = EPS.copy()
    for _ in range(100):
        G = [(np.array([e]), np.array([1.0])) for e in levels]
        out = [dyson(EPS[k], *self_energy(G, modes, U, k)) for k in range(L)]
        new = np.array([E[np.argmax(R)] for E, R in out])
        if np.max(abs(new - levels)) < 1e-11:
            return out
        levels = new
    raise AssertionError("eigenvalue iteration did not converge")


# ---------- exact diagonalization ----------
def configurations(n):
    return [s for s in range(2**L) if bin(s).count("1") == n]


def creator(site, n):
    """Creation operator from n to n+1 electrons of one spin."""
    start, end = configurations(n), configurations(n + 1)
    index = {s: i for i, s in enumerate(end)}
    C = np.zeros((len(end), len(start)))
    for col, s in enumerate(start):
        if not s >> site & 1:
            sign = (-1)**bin(s & ((1 << site) - 1)).count("1")
            C[index[s | 1 << site], col] = sign
    return C


def hamiltonian(U, n_up, n_dn):
    def hopping(n):
        c = [creator(i, n - 1) for i in range(L)]
        half = sum(c[i] @ c[(i + 1) % L].T for i in range(L))
        return -(half + half.T)

    def shifted_density(n):
        return np.array([[(s >> i & 1) - 0.5 for i in range(L)]
                         for s in configurations(n)])
    T_up, T_dn = hopping(n_up), hopping(n_dn)
    repulsion = U * shifted_density(n_up) @ shifted_density(n_dn).T
    return (np.kron(T_up, np.eye(len(T_dn)))
            + np.kron(np.eye(len(T_up)), T_dn) + np.diag(repulsion.ravel()))


def exact_spectrum(U):
    """Lehmann spectrum and the gap from total energies."""
    E6, V6 = np.linalg.eigh(hamiltonian(U, 3, 3))
    psi = V6[:, 0].reshape(20, 20)
    E7, V7 = np.linalg.eigh(hamiltonian(U, 4, 3))
    E5, V5 = np.linalg.eigh(hamiltonian(U, 2, 3))
    added = np.array([(creator(j, 3) @ psi).ravel() for j in range(L)]).T
    removed = np.array([(creator(j, 2).T @ psi).ravel() for j in range(L)]).T
    phase = np.exp(1j * np.outer(np.arange(L), MOMENTA)) / np.sqrt(L)
    R_add = abs(V7.T @ added @ phase)**2
    R_rem = abs(V5.T @ removed @ phase.conj())**2
    E = np.concatenate([E7 - E6[0], E6[0] - E5])
    R = np.concatenate([R_add, R_rem])
    return [(E, R[:, k]) for k in range(L)], E7[0] + E5[0] - 2 * E6[0]


# ---------- analysis and independent checks ----------
def local_spectrum(G):
    return np.array([sum((R * ETA / np.pi / ((f - E)**2 + ETA**2)).sum()
                         for E, R in G) / L for f in FREQS])


def strongest_satellite(G):
    E, R = G[LUMO]
    order = np.argsort(E)
    E, R = E[order], R[order]
    group = np.cumsum(np.concatenate([[0], np.diff(E) > 1e-6]))
    weight = np.bincount(group, weights=R)
    energy = np.bincount(group, weights=E) / np.bincount(group)
    second = np.argsort(weight)[-2]
    return energy[second], weight[second]


def polarization(q, z):
    """Two-spin bubble from Fermi factors at complex frequency z."""
    return 2 / L * sum((float(OCC[k]) - float(OCC[(k + q) % L]))
                       / (z + EPS[k] - EPS[(k + q) % L])
                       for k in range(L) if OCC[k] != OCC[(k + q) % L])


def quadrature_self_energy(G, U, k, nu):
    """-int dnu'/(2 pi) G(i nu + i nu') [W(i nu') - U], averaged over q."""
    x, w = np.polynomial.legendre.leggauss(500)
    grid = 2 * np.tan(np.pi * x / 2)
    w = w * np.pi / np.cos(np.pi * x / 2)**2
    total = 0
    for q in range(1, L):
        E, R = G[(k - q) % L]
        green = (R / (1j * (nu + grid)[:, None] - E)).sum(axis=1)
        W = U / (1 - U * polarization(q, 1j * grid))
        total -= (w * green * (W - U)).sum() / (2 * np.pi * L)
    return total


def mean_field(U, steps=600):
    """Unrestricted Hartree-Fock from a staggered start."""
    hop = -(np.roll(np.eye(L), 1, 0) + np.roll(np.eye(L), -1, 0))
    stagger = (-1.0)**np.arange(L)
    up, dn = 0.5 + 0.3 * stagger, 0.5 - 0.3 * stagger
    for _ in range(steps):
        e_up, v_up = np.linalg.eigh(hop + np.diag(U * dn))
        e_dn, v_dn = np.linalg.eigh(hop + np.diag(U * up))
        energy = e_up[:3].sum() + e_dn[:3].sum() - U * up @ dn
        up, dn = (v_up[:, :3]**2).sum(1), (v_dn[:, :3]**2).sum(1)
    return abs(up - dn).mean(), energy, e_up[3] - e_up[2]


# Weak coupling: explicit momentum sum for the true second-order self-energy
shift, slope = 0.0, 0.0
for a in range(L):
    for b in range(L):
        c = (a + b - LUMO) % L
        if OCC[a] == OCC[b] and OCC[c] != OCC[a]:
            distance = EPS[LUMO] - (EPS[a] + EPS[b] - EPS[c])
            shift += 1 / distance / L**2
            slope += 1 / distance**2 / L**2
gap_coefficient, z_coefficient = 2 * shift, slope

u_ed, u_gw = 0.01, 0.001
weak_exact, weak_gap = exact_spectrum(u_ed)
ed_gap_c = (weak_gap - 2) / u_ed**2
ed_z_c = (1 - gap_and_weight(weak_exact)[1]) / u_ed**2
weak_gw = gap_and_weight(one_shot(u_gw, response_modes(u_gw)))
gw_gap_c, gw_z_c = (weak_gw[0] - 2) / u_gw**2, (1 - weak_gw[1]) / u_gw**2
assert abs(ed_gap_c / gap_coefficient - 1) < 5e-3
assert abs(ed_z_c / z_coefficient - 1) < 5e-3
assert abs(gw_gap_c / gap_coefficient - 2) < 1e-2
assert abs(gw_z_c / z_coefficient - 2) < 1e-2

# Mean-field instability towards staggered order
stagger_response = sum((float(OCC[k]) - float(OCC[(k + 3) % L]))
                       / (EPS[(k + 3) % L] - EPS[k]) for k in range(L)) / L
U_c = 1 / stagger_response
assert mean_field(0.95 * U_c)[0] < 1e-4
assert mean_field(1.05 * U_c)[0] > 0.05
moment4, energy4, gap4 = mean_field(4.0)
paramagnetic4 = 2 * EPS[OCC].sum() + 4.0 * L / 4
assert energy4 < paramagnetic4

print("sites, electrons:", L, 2 * int(OCC.sum()), "; energies in t")
print(f"mean-field gap: {2 * EPS[LUMO]:.4f} t")
print("U^2 coefficients: gap shift [1/t], 1-Z [1/t^2]")
print(f" momentum sum  {gap_coefficient:.6f} {z_coefficient:.6f}")
print(f" exact diag.   {ed_gap_c:.6f} {ed_z_c:.6f}")
print(f" G0W0          {gw_gap_c:.6f} {gw_z_c:.6f}")
print(f"staggered mean-field instability U_c: {U_c:.4f} t")
print(f"U=4 staggered HF: moment {moment4:.4f}, gap {gap4:.4f} t")
print(f"U=4 HF energy: staggered {energy4:.4f}, param. {paramagnetic4:.4f} t")

for U in (2.0, 4.0):
    modes = response_modes(U)
    bare = response_modes(U, screened=False)
    g0w0 = one_shot(U, modes)
    gw0 = full_gw0(U, modes, 70)
    coarse = full_gw0(U, modes, 40)
    exact, total_energy_gap = exact_spectrum(U)
    results = {"2nd order": one_shot(U, bare, 0.5),
               "bare bubble": one_shot(U, bare),
               "G0W0": g0w0,
               "evGW0": eigenvalue_gw0(U, modes),
               "GW0": gw0,
               "exact": exact}

    # Sum rule and half filling hold for every spectrum
    for G in results.values():
        assert all(abs(R.sum() - 1) < 1e-8 for E, R in G)
        filling = sum(R[E < 0].sum() for E, R in G) / L
        assert abs(filling - 0.5) < 1e-7
    assert abs(gap_and_weight(exact)[0] - total_energy_gap) < 1e-9

    # Compression order: gap and Z sharply, broadened spectrum moderately
    change = np.max(abs(np.subtract(gap_and_weight(gw0),
                                    gap_and_weight(coarse))))
    spectrum_change = np.max(abs(local_spectrum(gw0) - local_spectrum(coarse)))
    assert change < 1e-7
    assert spectrum_change < 3e-3

    # Self-energy by imaginary-frequency quadrature with W = U/(1-UP)
    error = 0.0
    for source, result in ((G0, g0w0), (gw0, gw0)):
        for k in (LUMO, 3):
            for nu in (0.7, 2.5):
                E, R = result[k]
                from_dyson = 1j * nu - EPS[k] - 1 / (R / (1j * nu - E)).sum()
                by_grid = quadrature_self_energy(source, U, k, nu)
                error = max(error, abs(from_dyson - by_grid))
    assert error < 1e-7

    # Residue against 1/(1 - dSigma/domega) by finite differences
    h = 1e-4
    for source, result in ((G0, g0w0), (gw0, gw0)):
        gap, Z = gap_and_weight(result)
        x, w = self_energy(source, modes, U, LUMO)
        sigma = [(w / (gap / 2 + s * h - x)).sum() for s in (-1, 0, 1)]
        assert abs(gap / 2 - EPS[LUMO] - sigma[1]) < 1e-7
        assert abs(1 / (1 - (sigma[2] - sigma[0]) / (2 * h)) - Z) < 1e-6
    gap, Z = gap_and_weight(exact)
    E, R = exact[LUMO]
    inverse = [1 / (R / (gap / 2 + s * h - E)).sum() for s in (-1, 1)]
    assert abs(2 * h / (inverse[1] - inverse[0]) - Z) < 1e-6

    print(f"--- U = {U:.0f} t: gap [t], Z, occupation at k=2pi/3")
    for name, G in results.items():
        gap, Z = gap_and_weight(G)
        E, R = G[LUMO]
        print(f" {name:12s}{gap:.4f} {Z:.4f} {R[E < 0].sum():.4f}")
    W_static = U / (1 - U * polarization(3, 0.0))
    print(f" static W at q=pi: {W_static:.4f} t")
    x, w = self_energy(G0, modes, U, LUMO)
    parts = w / (gap_and_weight(g0w0)[0] / 2 - x)
    print(f" G0W0 Sigma_c parts: add {parts[x > 0].sum():.4f},"
          f" remove {parts[x < 0].sum():.4f} t")
    for name in ("G0W0", "exact"):
        energy, weight = strongest_satellite(results[name])
        print(f" {name} top satellite, k=2pi/3: {energy:.4f} t,"
              f" weight {weight:.4f}")
    print(f" local A(w) [1/t], half width {ETA} t: w, G0W0, GW0, exact")
    table = [local_spectrum(G) for G in (g0w0, gw0, exact)]
    for i, f in enumerate(FREQS):
        print(f"  {f:.0f} t  " + "  ".join(f"{A[i]:.3f}" for A in table))
    print(f" GW0 A(w) change, order 40 to 70: {spectrum_change:.1e} 1/t")
    print(f" quadrature check of Sigma: {error:.1e} t")

print("success")
```

It prints:

```
sites, electrons: 6 6 ; energies in t
mean-field gap: 2.0000 t
U^2 coefficients: gap shift [1/t], 1-Z [1/t^2]
 momentum sum  0.013889 0.016782
 exact diag.   0.013889 0.016782
 G0W0          0.027755 0.033544
staggered mean-field instability U_c: 2.4000 t
U=4 staggered HF: moment 0.7578, gap 3.6314 t
U=4 HF energy: staggered -2.8363, param. -2.0000 t
--- U = 2 t: gap [t], Z, occupation at k=2pi/3
 2nd order   2.0521 0.9368 0.0281
 bare bubble 2.0979 0.8807 0.0526
 G0W0        2.0467 0.9445 0.0246
 evGW0       2.0458 0.9443 0.0246
 GW0         2.0432 0.9467 0.0236
 exact       2.0887 0.9336 0.0323
 static W at q=pi: 0.7500 t
 G0W0 Sigma_c parts: add -0.1272, remove 0.1506 t
 G0W0 top satellite, k=2pi/3: 5.2072 t, weight 0.0212
 exact top satellite, k=2pi/3: -2.6477 t, weight 0.0181
 local A(w) [1/t], half width 0.5 t: w, G0W0, GW0, exact
  0 t  0.090  0.090  0.086
  1 t  0.236  0.236  0.231
  2 t  0.141  0.142  0.140
  3 t  0.038  0.037  0.054
  4 t  0.027  0.026  0.025
  5 t  0.016  0.016  0.013
  6 t  0.010  0.010  0.007
 GW0 A(w) change, order 40 to 70: 2.2e-16 1/t
 quadrature check of Sigma: 1.9e-12 t
--- U = 4 t: gap [t], Z, occupation at k=2pi/3
 2nd order   2.1749 0.7856 0.0937
 bare bubble 2.2878 0.6440 0.1541
 G0W0        2.1288 0.8738 0.0567
 evGW0       2.1243 0.8735 0.0563
 GW0         2.1103 0.8845 0.0519
 exact       2.6275 0.7599 0.1311
 static W at q=pi: 0.9231 t
 G0W0 Sigma_c parts: add -0.3619, remove 0.4263 t
 G0W0 top satellite, k=2pi/3: 6.2369 t, weight 0.0489
 exact top satellite, k=2pi/3: -2.5974 t, weight 0.0857
 local A(w) [1/t], half width 0.5 t: w, G0W0, GW0, exact
  0 t  0.079  0.081  0.052
  1 t  0.216  0.219  0.142
  2 t  0.126  0.129  0.135
  3 t  0.032  0.033  0.073
  4 t  0.026  0.025  0.044
  5 t  0.026  0.024  0.031
  6 t  0.020  0.017  0.012
 GW0 A(w) change, order 40 to 70: 6.2e-15 1/t
 quadrature check of Sigma: 2.2e-12 t
success
```
